# Core-excited states with one core hole and a frozen core orbital

## Three electrons in two orbitals

Take a core orbital $c$, a valence orbital $v$ and three electrons. Two spin-up electrons fill both orbitals, and one spin-down electron is in either $v$ or $c$. Call these states

$$|h\rangle=|c^1v^2\rangle,\qquad |g\rangle=|c^2v^1\rangle .$$

The first has a core hole. Let $E_h$ and $E_g$ be their energies, $\Delta=E_h-E_g>0$ the large gap, and $w=\langle h|H|g\rangle$ a real coupling. The Hamiltonian is a $2\times2$ matrix with roots

$$E_\pm=\frac{E_h+E_g}{2}\pm\sqrt{\frac{\Delta^2}{4}+w^2}.$$

The core-excited state is the upper root. An occupation setting that demands one electron in $c$ removes $|g\rangle$, so the core-excited state becomes the lowest root, with energy $E_h$. For $|w|\ll\Delta$ the square root is $\Delta/2+w^2/\Delta$ to leading order. Hence $E_+\simeq E_h+w^2/\Delta$, and the restriction costs an error of size $w^2/\Delta$.

Now let the program also optimize the orbitals:

$$c'=c\cos\theta+v\sin\theta,\qquad v'=v\cos\theta-c\sin\theta .$$

The condition now says "one electron in $c'$". The filled spin-up pair is unchanged, because a determinant is invariant under a rotation of its occupied orbitals. The spin-down electron sits in $v'$, so the trial state is $\cos\theta\,|h\rangle-\sin\theta\,|g\rangle$ and

$$E(\theta)=E_h\cos^2\theta+E_g\sin^2\theta-2w\sin\theta\cos\theta
=E_h-\Delta\sin^2\theta-w\sin2\theta .$$

Differentiation gives $E'(0)=-2w$ and $E''(0)=-2\Delta$. The core-excited state lies near a maximum. Minimization carries $\theta$ towards $90^\circ$, where the orbital labelled "core" is $v$, the true core is full, and the energy is $E_g$. The minimum itself lies close to that angle, at the lower root $E_-\simeq E_g-w^2/\Delta$. The occupation condition is still obeyed. This is variational collapse.

Keeping $\theta=0$ stops it. The two settings therefore do different work: the occupation restriction removes valence states from the configuration problem, and freezing the core orbital keeps the restriction meaningful while other orbitals change.

## What the occupation setting does to the Hamiltonian

In Rydberg units, with lengths in bohr, the one-electron operator is $-\nabla^2-\sum_A2Z_A/r_A$ and the electron repulsion is $2/r_{12}$. For real orthonormal orbitals, fixed nuclei and no relativistic terms,

$$H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},$$

where $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, and $(pq|rs)$ is the repulsion between the charge clouds $\phi_p\phi_q$ and $\phi_r\phi_s$. Nuclear repulsion is added as a constant.

Let $N_c=E_{cc}$ count electrons in $c$, and let $P_k$ project onto $N_c=k$, with $k=0,1,2$. A creation operator for $c$ raises $N_c$ by one, and an annihilation operator lowers it by one. A two-electron term therefore changes $N_c$ by

$$d=\delta_{pc}+\delta_{rc}-\delta_{qc}-\delta_{sc}.$$

A one-electron term changes it by $\delta_{pc}-\delta_{qc}$. Terms with $d=0$ act within the blocks, and all others act between them. Thus

$$H_{\rm sep}=\sum_kP_kHP_k$$

is $H$ with every term of $d\neq0$ deleted, and it commutes with $N_c$. This deletion is core-valence separation in Hamiltonian form. The one-hole setting diagonalizes its block $P_1HP_1$. The decoupling is imposed on $H$; it is not a symmetry of the molecule. Response methods can apply the same projection to their excitation operators, but their energies need not agree with those found here, because they treat correlation differently.

It is useful to write the block out. Let $v,v'$ denote non-core orbitals. The Coulomb terms with $p=q=c$ and with $r=s=c$ are equal, and together they cancel the factor $\frac12$. They give $(cc|vv')N_cE_{vv'}$, with $N_c=1$. The exchange terms also occur twice. Reordering $a^\dagger_{v\tau}a_{c\tau}=-a_{c\tau}a^\dagger_{v\tau}$ in them gives a minus sign:

$$\begin{aligned}
P_1HP_1={}&h_{cc}+\sum_{vv'}\big[h_{vv'}+(cc|vv')\big]E_{vv'}\\
&-\sum_{vv'}(cv'|vc)\sum_{\sigma\tau}a^\dagger_{c\sigma}a_{c\tau}a^\dagger_{v\tau}a_{v'\sigma}
+H_{vv},
\end{aligned}$$

understood to act on one-hole states. Here $H_{vv}$ is the repulsion among non-core electrons. These electrons feel the repulsion of one core electron instead of two. The exchange term couples the core spin to the other spins.

The exchange term needs care. For real orbitals $(cv|vc)=(cv|cv)$. The exchange operator leaves $N_c$ unchanged and must stay, while the pair operator with $p=r=c$ changes $N_c$ by two and must go. One number multiplies both. If the integrals are stored with the full permutational symmetry of real orbitals, setting stored values to zero either loses both terms or keeps both, so it cannot produce $H_{\rm sep}$. For the one-hole block alone, keeping both is harmless, because $N_c=1$ cannot change by two. Setting to zero every one- and two-electron integral with an odd number of $c$ indices therefore isolates this block exactly. The filled-core states still remain in the problem, below the core-hole state; a restriction on determinants removes them too.

## How large is the neglected coupling?

Write $H=H_{\rm sep}+\lambda W$, with $\lambda=1$ for the real problem. Let $\Psi$ be a one-hole eigenstate of $H_{\rm sep}$ with energy $E$, not degenerate within its symmetry. Insert $\Psi+\lambda\chi+\dots$ and $E+\lambda E_1+\lambda^2E_2+\dots$ into the eigenvalue equation. The first order reads

$$(H_{\rm sep}-E)\chi=(E_1-W)\Psi .$$

Projection on $\Psi$ gives $E_1=\langle\Psi|W|\Psi\rangle=0$, because $W$ changes $N_c$. Projection on an eigenstate $k$ of another block gives $\chi_k=\langle k|W|\Psi\rangle/(E-E_k)$. The second order, projected on $\Psi$, is

$$E_2=\langle\Psi|W|\chi\rangle=\sum_{k:\,N_c=2,0}\frac{|\langle k|W|\Psi\rangle|^2}{E-E_k}.$$

Filled-core states that lie below the core-hole state push it up. In a small basis these may be all of them, while in a basis that describes fast electrons some filled-core states lie above $E$ and push it down. States with an empty core lie above and push it down. The two errors can partly cancel, so a small net shift does not show that each coupling is small.

The estimate requires the couplings to be small compared with $|E-E_k|$. It fails for a shallow "core" shell, or when a valence level falls close to $E$. In a real molecule the second condition needs thought. An ejected electron can carry any kinetic energy, so states with a filled core form a continuum that reaches $E$. Replace $E-E_k$ by $E-E_k+i\eta$ and use

$$\frac1{x+i\eta}\;\to\;\mathcal P\frac1x-i\pi\delta(x),\qquad\eta\to0^+ .$$

The shift acquires an imaginary part. Written as $-i\Gamma/2$, it gives, at this order,

$$\Gamma=2\pi\sum_{k:\,N_c=2}|\langle k|W|\Psi\rangle|^2\,\delta(E-E_k).$$

This is the Auger width. The one-hole calculation omits it and returns a sharp level in place of a resonance.

## Optimizing orbitals without losing the hole

Let the new orbitals be $\phi'=\phi\,e^K$, with $K$ real and antisymmetric. The energy is

$$E=\sum_{pq}h_{pq}D_{pq}+\frac12\sum_{pqrs}(pq|rs)\Gamma_{pqrs},$$

where $D$ and $\Gamma$ are the expectation values of the operator strings in $H$. To first order $\phi'_p=\phi_p+\sum_m\phi_mK_{mp}$. The change of $h_{pq}$ comes from two positions, which contribute equally because $D$ is symmetric. The change of $(pq|rs)$ comes from four positions, equal by the symmetry of real integrals and densities, so the factor $\frac12$ becomes 2. Therefore

$$\delta E=2\sum_{mp}K_{mp}F_{mp},\qquad
F_{mp}=\sum_qh_{mq}D_{pq}+\sum_{qrs}(mq|rs)\Gamma_{pqrs}.$$

The configuration coefficients add nothing at first order, since they are already stationary. Each independent angle occurs twice, as $K_{mp}$ and as $K_{pm}=-K_{mp}$, so

$$\frac{\partial E}{\partial K_{mp}}=2(F_{mp}-F_{pm}).$$

Freezing core rotations means $K_{cp}=K_{pc}=0$ for every $p$, including external orbitals. It does not mean that the core is doubly occupied or left out of the configuration problem, which some programs also call a frozen core.

With this condition $e^K$ mixes non-core orbitals among themselves, and $N_c$ is the same operator before and after. Every trial state obeys $P_1\Psi=\Psi$ with the same $P_1$. Expand it in the eigenstates of $P_1HP_1$ in the whole orbital basis, with energies $\mathcal E_0\le\mathcal E_1\le\dots$ and coefficients $a_k$:

$$\langle\Psi|H|\Psi\rangle=\sum_k|a_k|^2\mathcal E_k\;\ge\;\mathcal E_0 .$$

The step uses $\sum_k|a_k|^2=1$. No choice of the remaining orbitals can fall below $\mathcal E_0$. If $c$ is close to the true core orbital, $\mathcal E_0$ is a core-hole energy and collapse is impossible. The bound holds for any $c$, but a poorly chosen $c$ could make $\mathcal E_0$ itself a valence energy.

If $c$ may rotate, $P_1$ moves with it and the argument is lost. A mean-field estimate shows where the energy goes. Removing an electron from orbital $c'$ of a closed shell, without relaxation, costs $-\langle c'|f|c'\rangle$, where $f$ is the Fock operator. Let $v$ be another occupied orbital, so that the rotation leaves the closed shell unchanged. For canonical orbitals $f_{cv}=0$, and

$$E(\theta)={\rm const}-\varepsilon_c\cos^2\theta-\varepsilon_v\sin^2\theta,\qquad
E(90^\circ)-E(0)=\varepsilon_c-\varepsilon_v<0 .$$

The curvature at the core hole is $2(\varepsilon_c-\varepsilon_v)$, again large and negative.

## BH: what the settings change

The example is BH at a chosen bond length of 2.33 bohr in the 6-31G basis, which has 11 orbitals. The core orbital is the boron 1s orbital of ground-state restricted Hartree–Fock (RHF). Six electrons occupy six active orbitals: 1σ (this core), 2σ, 3σ, 4σ and the two components of 1π. The target is the lowest singlet Π state with one core hole.

Allowing all core occupations gives 48 configuration functions for the x component of Π. They are even under exchange of the spin-up and spin-down parts, which admits singlets and quintets; the core-excited state found has zero total spin. Of the 48 functions, 12 have $N_c=2$, 24 have $N_c=1$ and 12 have $N_c=0$. Matrix diagonalization gives the energies, and a quasi-Newton search varies the orbitals. The x and y parts of π rotate by the same angle to keep axial symmetry.

| Calculation | Energy (Ry) |
|---|---:|
| One hole, RHF orbitals | −35.777 |
| One hole, optimized, core frozen | −36.160 |
| One hole, core free, end of one search | −50.069 |
| One hole, all 11 orbitals | −36.200 |

**Position of the state.** In the unrestricted 48-function problem, with the orbitals of the second row, 12 roots lie below the core-excited one, as many as there are functions with a filled core. One of the 12 is a quintet and 11 are singlets. The restriction makes this thirteenth root the first. The one-hole function has weight 0.9996 in the unrestricted state.

**Error of the separation.** In this active space the second-order pushes are $+0.00189$ Ry from $N_c=2$ and $-0.00360$ Ry from $N_c=0$. Their sum, $-0.00171$ Ry, is close to the full shift of $-0.00176$ Ry from diagonalization. Deleting the core exchange as well would raise the energy by 0.077 Ry, over forty times the size of that shift.

**Collapse.** Begin at the optimized frozen-core orbitals and rotate $c$ towards 2σ, solving the configuration problem again at each angle. The energy does not fix how the active σ orbitals are mixed, so 2σ here means the optimized orbital that grew out of the RHF 2σ. A Fock-canonical or natural-orbital choice moves the size of the slope between 0.17 and 0.28 Ry/rad and the curvature to about $-25$ Ry/rad², and the sign of the slope follows the orbital phases. The slope at zero is $-0.226$ Ry/rad and the curvature is $-24.4$ Ry/rad². At $90^\circ$ the energy has fallen by 13.12 Ry. The two-orbital model with this gap predicts a curvature of $-2\times13.12=-26.2$ Ry/rad². The mean-field energy change is $\varepsilon_c-\varepsilon_{2\sigma}=-15.34+1.29=-14.05$ Ry. Both estimates give the right size.

A search with the core free, started with rotations of 0.1 rad towards 2σ and 3σ, ends 13.91 Ry below the frozen-core result. The original 1s orbital then holds 2.000 electrons. The energy is 0.010 Ry above that of the lowest optimized valence state of the same symmetry with $N_c=2$, at −50.079 Ry. The calculation has found an approximate valence state while still reporting one electron in its "core" orbital.

**The bound.** With the core frozen, the optimized energy lies 0.041 Ry above the one-hole limit of all 11 orbitals, obtained by iterative diagonalization of 1344 functions. That distance measures the correlation and orbital flexibility missing from the small active space at fixed $c$.

**Excitation energy.** The ground state is optimized separately with $N_c=2$ and the same frozen core, giving −50.316 Ry. Then

$$\Delta E=-36.160-(-50.316)=14.156\ {\rm Ry}=192.6\ {\rm eV}.$$

With all 11 orbitals in both calculations the result is $-36.200+50.343=14.143$ Ry, or 192.4 eV. The smaller active space misses 0.041 Ry for the excited state and 0.028 Ry for the ground state, and the difference, 0.013 Ry, remains. These are values for a small basis, without relativity, nuclear motion or decay. Agreement between them says nothing about those omissions. The basis alone matters at the digits shown: the same six-orbital frozen-core procedure in cc-pVTZ gives 192.1 eV, 0.5 eV lower.

## What freezing the core leaves out

After ionization of one core electron, the remaining one would prefer a different orbital. Replace its $c$ by $c+\epsilon x$, where $x$ is empty for that spin. The new part has no electron in $c$, so this relaxation belongs to $N_c=0$. Electrons of the other spin may leak into the empty core spin orbital, and that part belongs to $N_c=2$. Strict one-hole occupation with fixed $c$ excludes both.

A partial cure that keeps the protection against collapse is to allow $N_c=0$ and 1 while excluding 2. It leaves out the upward push of the lower filled-core states, so the energy can end below that of the unrestricted core-excited state. The filled-core states remain absent, and $c$ remains fixed, so the variational argument holds for the enlarged space. With all 11 orbitals this lowers the BH energy by 0.012 Ry, or 0.16 eV. The figure includes core correlation as well as relaxation. It should not be carried over to other systems or bases: 6-31G describes the boron core with a single contracted function and gives the core little freedom to change shape. The ground state was not given matching freedom, so the lowering is not by itself a correction to the excitation energy.

One might instead relax $c$ by seeking a stationary point. It will not be a minimum. For the 2σ rotation alone, the quadratic expansion has its stationary angle at

$$\theta_*=-\frac{E'(0)}{E''(0)}=-\frac{-0.2256}{-24.39}=-0.0092\ {\rm rad},$$

where the energy is higher by $-E'(0)^2/[2E''(0)]=0.0010$ Ry. Relaxation along this direction raises the energy, as the upper root $E_+$ did in the two-orbital model. This is one direction only. Along a rotation of $c$ with positive curvature the same formula gives a lowering, so this number does not fix the sign of the total change when all core rotations are relaxed. In BH the Hessian of all core rotations has two negative directions, and the quadratic estimate over all of them, with the other orbitals held fixed, is a lowering: 0.008 Ry in 6-31G and 0.061 Ry, or 0.8 eV, in cc-pVTZ. The cost of freezing the core is much larger in the more flexible basis. A core-relaxed calculation needs a method that follows a saddle point, started from the converged frozen-core result. An ordinary minimizer is unsuitable.

## Choosing the settings

1. Take the core orbital from a converged ground-state calculation and inspect its shape. Both the meaning of the state and the usefulness of the bound depend on it.

2. Put that orbital in the active space with an occupation of one. Leave enough valence orbitals for the excited electron and for the response to the hole. In BH, optimizing the non-core orbitals lowers the energy by 0.383 Ry, or 5.2 eV, so ground-state orbitals in a small active space are a poor final answer.

3. Freeze rotations of the core with every other orbital: active, external, and any kept doubly occupied outside the active space. Non-core active orbitals need no rotation among themselves if all distributions of electrons over them are included, because such a rotation merely re-expresses the same space. If further occupation limits apply, these rotations matter too.

4. After convergence, compute the occupation of the original core orbital. If the core was free to rotate, a value near two shows collapse, whatever the occupation of the current "core" label. If it was frozen, the value is one by construction and cannot reveal a wrong choice of orbital; the inspection in step 1 must do that.

5. For several equivalent core orbitals, restrict their total occupation to one less than full. Rotations within the core set preserve the total count and may be left free; rotations between this set and the rest must be frozen. Holding a hole on one chosen atom is a further restriction and can break the molecular symmetry.

6. Treat a hole in a shallow shell with caution, since the energy denominators shrink. For a deep hole, look for valence levels near the target. In the BH basis no $N_c=2$ level of the target symmetry lies above −41.67 Ry, 5.5 Ry below the one-hole level, so no accidental resonance occurs. This gap belongs to this small basis: in cc-pVDZ, filled-core determinants of the same spatial symmetry already reach about 4 Ry above the one-hole level. A basis that describes fast outgoing electrons begins to represent the Auger continuum, and an unrestricted calculation may then spread the core-excited state over several roots. The restricted calculation still gives one level, but its width must come from the coupling that was removed.
